# A Non-Flat Quantum Well with the Infinite-Well Spectrum: a numerical check

```python
# Result under test: for a hard-wall well of width L and constant mass,
#   V_c(z) = -2 B (ln D)'',  D = 1 + c * integral_0^z psi_k^2,  c > -1,
# has exactly the flat-well levels E_n = B (n pi / L)^2, B = hbar^2/(2m).
# psi_k: normalized flat-well state; c: shape parameter; k: chosen level.
# Lengths are in nm and energies in eV unless a printed label says otherwise.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

# Rough typical parameters of InSb-based wells, and chosen design values
L = 40.0
mass_insb, gap_insb = 0.014, 0.235
gap_slope, cb_share = 2.0, 0.60
x_ref, x_barrier = 0.02, 0.20
c_ex = 1.0
field_MVcm = 0.001
density_cm2, eps_r, mobility_cm2, temperature = 1e11, 17.0, 1e5, 77.0

gap_ref = gap_insb + gap_slope * x_ref
mass_ref = mass_insb * gap_ref / gap_insb
edge_slope = cb_share * gap_slope
B = const.hbar**2 / (2 * mass_ref * const.m_e) / const.e * 1e18
E1 = B * (np.pi / L)**2


def psi(n, z):
    return np.sqrt(2 / L) * np.sin(n * np.pi * z / L)


def dpsi(n, z):
    return np.sqrt(2 / L) * n * np.pi / L * np.cos(n * np.pi * z / L)


def denom(z, c, k=1):
    return 1 + c * (z / L - np.sin(2*k*np.pi*z/L) / (2*k*np.pi))


def shaped(z, c, k=1):
    p, d = psi(k, z), denom(z, c, k)
    return -2 * B * (2*c*p*dpsi(k, z)/d - c**2 * p**4 / d**2)


def state(n, z, c, k=1):
    if n == k:
        return np.sqrt(1 + c) * psi(k, z) / denom(z, c, k)
    overlap = B * (psi(n, z)*dpsi(k, z) - psi(k, z)*dpsi(n, z))
    overlap = overlap / (E1 * (n**2 - k**2))
    return psi(n, z) - c * psi(k, z) * overlap / denom(z, c, k)


# Sine basis and Gauss-Legendre quadrature
n_basis = 120
nodes, weights = np.polynomial.legendre.leggauss(600)
zq, wq = (nodes + 1) * L / 2, weights * L / 2
orders = np.arange(1, n_basis + 1)
basis = np.array([psi(n, zq) for n in orders])
flat = E1 * orders**2


def diagonalize(potential):
    return eigh(np.diag(flat) + (basis * (wq * potential)) @ basis.T)


# Spectrum, zero mean and mirror rule for several members of the family
for k in (1, 2, 3):
    for c in (-0.6, 1.0, 4.0):
        pot = shaped(zq, c, k)
        ev = diagonalize(pot)[0]
        assert np.max(np.abs(ev[:8] - flat[:8])) < 1e-7 * E1
        assert abs(np.sum(wq * pot)) < 1e-9 * E1 * L
        mirror = shaped(zq, -c / (1 + c), k)
        assert np.max(np.abs(shaped(L - zq, c, k) - mirror)) < 1e-9 * E1

# The two Darboux steps, by symbolic differentiation in units L = B = 1
s = sp.symbols('s', positive=True)
p_sym = sp.sqrt(2) * sp.sin(sp.pi * s)
i_sym = sp.integrate(2 * sp.sin(sp.pi * s)**2, s)
i_sym = i_sym - i_sym.subs(s, 0)
v1_sym = -2 * sp.diff(sp.log(p_sym), s, 2)
u_sym = (1 + sp.Float(c_ex) * i_sym) / p_sym
res_sym = -sp.diff(u_sym, s, 2) + (v1_sym - sp.pi**2) * u_sym
v2_sym = v1_sym - 2 * sp.diff(sp.log(u_sym), s, 2)
pts = np.linspace(0.1, 0.9, 17)
assert np.max(np.abs(sp.lambdify(s, res_sym, 'numpy')(pts))) < 1e-8
v2_num = sp.lambdify(s, v2_sym, 'numpy')(pts) * B / L**2
assert np.max(np.abs(v2_num - shaped(pts * L, c_ex))) < 1e-9
# Partner states vanish quadratically at the walls: slow sine convergence
partner = sp.lambdify(s, v1_sym, 'numpy')(zq / L) * B / L**2
partner_levels = diagonalize(partner)[0][:3]
assert np.max(np.abs(partner_levels - flat[1:4])) < 1e-3 * E1

# Same characteristic function at energies that are not levels
for ratio in (0.3, 2.7, 7.5):
    E = ratio * E1
    q = np.sqrt(E / B)
    sol = solve_ivp(lambda z, y: [y[1], (shaped(z, c_ex) - E) / B * y[0]],
                    (0, L), [0.0, 1.0], method='DOP853',
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    assert abs(sol.y[0, -1] - np.sin(q * L) / q) < 1e-6

# States and wall slopes against numerical eigenvectors
v_ex = shaped(zq, c_ex)
ev_ex, vec = diagonalize(v_ex)
slope0 = np.sqrt(2 / L) * orders * np.pi / L
for n in range(1, 5):
    numeric = vec[:, n-1] @ basis
    formula = state(n, zq, c_ex)
    assert abs(np.sum(wq * formula**2) - 1) < 1e-9
    assert abs(abs(np.sum(wq * numeric * formula)) - 1) < 1e-9
    left = (vec[:, n-1] @ slope0)**2 / slope0[n-1]**2
    right = (vec[:, n-1] @ (slope0 * (-1.0)**orders))**2 / slope0[n-1]**2
    want = (1 + c_ex, 1 / (1 + c_ex)) if n == 1 else (1.0, 1.0)
    assert abs(left - want[0]) < 1e-3 and abs(right - want[1]) < 1e-3
    if n == 1:
        left1, right1 = left, right


# Quantities that distinguish the profiles
def dipole(a, b, c):
    return np.sum(wq * state(a, zq, c) * (zq - L/2) * state(b, zq, c))


tilt = field_MVcm * 0.1 * (zq - L / 2)
stark_flat = diagonalize(tilt)[0][0] - flat[0]
stark_shaped = diagonalize(v_ex + tilt)[0][0] - ev_ex[0]
small = 1e-6
up = diagonalize(v_ex + small * (zq - L/2))[0][0]
down = diagonalize(v_ex - small * (zq - L/2))[0][0]
assert abs((up - down) / (2*small) - dipole(1, 1, c_ex)) < 1e-4
assert abs(dipole(1, 3, 0.0)) < 1e-9 < abs(dipole(1, 3, c_ex))

# Finite barriers at constant mass; interfaces lie midway between nodes
barrier = edge_slope * (x_barrier - x_ref)
h = 0.02
zf = -L + (np.arange(int(round(3 * L / h))) + 0.5) * h
inside = (zf > 0) & (zf < L)
v_finite = np.where(inside, 0.0, barrier)


def finite_levels(potential):
    return eigh_tridiagonal(2*B/h**2 + potential,
                            np.full(len(zf)-1, -B/h**2),
                            eigvals_only=True, select='i',
                            select_range=(0, 5))


a = L / 2
kg = brentq(lambda k: k*np.sin(k*a)
            - np.sqrt(barrier/B - k*k)*np.cos(k*a), 1e-6, np.pi/L)
kappa = np.sqrt(barrier / B - kg**2)
norm2 = 1 / (a + np.sin(2*kg*a)/(2*kg) + np.cos(kg*a)**2/kappa)
t = zf - a
tail = np.cos(kg*a) * np.exp(-kappa * np.maximum(np.abs(t) - a, 0))
pf = np.sqrt(norm2) * np.where(inside, np.cos(kg*t), tail)
dpf = np.sqrt(norm2) * np.where(inside, -kg*np.sin(kg*t),
                                -np.sign(t)*kappa*tail)
outer = norm2 * tail**2 / (2 * kappa)
integral = np.where(inside,
                    0.5 + norm2*(t/2 + np.sin(2*kg*t)/(4*kg)),
                    np.where(t < 0, outer, 1 - outer))
df = 1 + c_ex * integral
redesign = -2*B*(2*c_ex*pf*dpf/df - c_ex**2*pf**4/df**2)
fin_flat = finite_levels(v_finite)
fin_naive = finite_levels(v_finite
                          + np.where(inside, shaped(zf, c_ex), 0.0))
fin_new = finite_levels(v_finite + redesign)
n_bound = int(np.sum(fin_flat < barrier))
assert n_bound == int(np.sum(fin_new < barrier)) and n_bound >= 3
assert abs(fin_flat[0] - B * kg**2) < 2e-6
fin_error = np.max(np.abs(fin_new[:n_bound] - fin_flat[:n_bound]))
assert fin_error < 2e-6
assert np.max(np.abs(fin_naive[:3] - fin_flat[:3])) > 1e-4

# Two-band model: mass proportional to energy above the local valence edge
n_grid = 600
hg = L / (n_grid + 1)
z_node = np.arange(1, n_grid + 1) * hg
z_half = (np.arange(n_grid + 1) + 0.5) * hg


def two_band_levels(profile):
    v_node = profile(z_node)
    valence = -gap_ref - (1 - cb_share) / cb_share * profile(z_half)
    out = []
    for n in range(3):
        E = flat[n] / (1 + flat[n] / gap_ref)
        for _ in range(80):
            b = B * gap_ref / (E - valence)
            new = eigh_tridiagonal((b[:-1] + b[1:])/hg**2 + v_node,
                                   -b[1:-1]/hg**2, eigvals_only=True,
                                   select='i', select_range=(n, n))[0]
            change, E = abs(new - E), new
            if change < 1e-10:
                break
        assert change < 1e-10
        out.append(E)
    return np.array(out)


tb_flat = two_band_levels(lambda z: 0.0 * z)
tb_closed = gap_ref/2 * (np.sqrt(1 + 4*flat[:3]/gap_ref) - 1)
assert np.max(np.abs(tb_flat - tb_closed)) < 1e-5
tb_shaped = two_band_levels(lambda z: shaped(z, c_ex))


def corrected(z, amp):
    return shaped(z, c_ex) + sum(
        amp[j] * np.cos(2*np.pi*(j+1)*z/L) for j in range(3))


# Newton search for a non-flat profile with the flat two-band levels
amp, step = np.zeros(3), 1e-4
for _ in range(8):
    residual = two_band_levels(lambda z: corrected(z, amp)) - tb_flat
    if np.max(np.abs(residual)) < 1e-8:
        break
    jac = np.zeros((3, 3))
    for j in range(3):
        trial = amp.copy()
        trial[j] += step
        shifted = two_band_levels(lambda z: corrected(z, trial))
        jac[:, j] = (shifted - tb_flat - residual) / step
    amp = amp - np.linalg.solve(jac, residual)
residual = two_band_levels(lambda z: corrected(z, amp)) - tb_flat
assert np.max(np.abs(residual)) < 1e-8
dense = np.linspace(0, L, 4001)
v_dense, v_corr = shaped(dense, c_ex), corrected(dense, amp)
x_corr = x_ref + v_corr / edge_slope
assert np.ptp(v_corr) > 0.5 * E1 and x_corr.min() > 0

# First-order Hartree change of the 1-2 spacing, equal donor sheets outside
sheet = const.e * density_cm2 * 1e4 / (2*const.epsilon_0*eps_r) * 1e-9
kernel = -sheet * np.abs(zq[:, None] - zq[None, :])


def hartree_shift(c):
    r1, r2 = state(1, zq, c)**2, state(2, zq, c)**2
    return (wq * (r2 - r1)) @ kernel @ (wq * r1)


broadening = const.hbar / (mass_ref*const.m_e*mobility_cm2*1e-4)
thermal = const.k * temperature / const.e
x_dense = x_ref + v_dense / edge_slope
assert x_dense.min() > 0

print(f"well width = {L:.1f} nm; c = {c_ex:.1f}; k = 1")
print(f"rough InSb mass = {mass_insb:.3f} m_e; gap = {gap_insb:.3f} eV")
print(f"rough gap slope = {gap_slope:.2f} eV per unit x")
print(f"rough conduction-band share = {cb_share:.2f}")
print(f"reference x = {x_ref:.3f}; barrier x = {x_barrier:.3f}")
print(f"reference gap = {gap_ref:.4f} eV; mass = {mass_ref:.5f} m_e")
print(f"conduction-edge slope = {edge_slope:.2f} eV per unit x")
print(f"B = {B:.5f} eV nm^2")
for n in range(4):
    print(f"E{n+1}: flat {1e3*flat[n]:.6f}, shaped {1e3*ev_ex[n]:.6f} meV")
print(f"largest difference, 8 levels = "
      f"{1e3*np.max(np.abs(ev_ex[:8]-flat[:8])):.1e} meV")
for z in np.arange(0, L + 1, 5):
    v = shaped(z, c_ex)
    print(f"z = {z:4.1f} nm: V = {1e3*v:8.3f} meV, "
          f"x = {x_ref+v/edge_slope:.5f}")
for name, i in (("minimum", v_dense.argmin()), ("maximum", v_dense.argmax())):
    print(f"{name}: z = {dense[i]:.2f} nm, V = {1e3*v_dense[i]:.3f} meV, "
          f"x = {x_dense[i]:.5f}")
print(f"squared wall-slope ratios, state 1 = {left1:.4f}, {right1:.4f}")
print(f"shaped mean position from centre = {dipole(1,1,c_ex):.4f} nm")
for n in (2, 3):
    print(f"|z_1{n}|: flat {abs(dipole(1,n,0.0)):.4f}, "
          f"shaped {abs(dipole(1,n,c_ex)):.4f} nm")
print(f"field = {field_MVcm:.4f} MV/cm")
print(f"E1 Stark shift: flat {1e3*stark_flat:.4f}, "
      f"shaped {1e3*stark_shaped:.4f} meV")
print(f"barrier height = {1e3*barrier:.1f} meV; bound levels = {n_bound}")
for n in range(3):
    print(f"finite E{n+1}: flat {1e3*fin_flat[n]:.3f} meV, hard-wall design "
          f"change {1e3*(fin_naive[n]-fin_flat[n]):+.3f} meV")
print(f"redesigned finite well, largest change = {1e3*fin_error:.1e} meV")
for n in range(3):
    print(f"two-band E{n+1}: flat {1e3*tb_flat[n]:.3f}, "
          f"shaped {1e3*tb_shaped[n]:.3f} meV")
print("cosine corrections 1,2,3 = "
      + ", ".join(f"{1e3*v:.3f}" for v in amp) + " meV")
print(f"corrected two-band mismatch = "
      f"{1e3*np.max(np.abs(residual)):.1e} meV")
print(f"corrected x range = {x_corr.min():.5f} to {x_corr.max():.5f}")
print(f"sheet density = {density_cm2:.1e} cm^-2; eps_r = {eps_r:.1f}")
print(f"Hartree change of E2-E1: flat {1e3*hartree_shift(0.0):.3f}, "
      f"shaped {1e3*hartree_shift(c_ex):.3f} meV")
print(f"rough mobility = {mobility_cm2:.1e} cm2/Vs; "
      f"hbar/tau = {1e3*broadening:.3f} meV")
print(f"thermal energy at {temperature:.0f} K = {1e3*thermal:.3f} meV")
print(f"edge shift for x error 0.001 = {edge_slope:.2f} meV")
print("no test failed")
```

It prints:

```
well width = 40.0 nm; c = 1.0; k = 1
rough InSb mass = 0.014 m_e; gap = 0.235 eV
rough gap slope = 2.00 eV per unit x
rough conduction-band share = 0.60
reference x = 0.020; barrier x = 0.200
reference gap = 0.2750 eV; mass = 0.01638 m_e
conduction-edge slope = 1.20 eV per unit x
B = 2.32557 eV nm^2
E1: flat 14.345307, shaped 14.345307 meV
E2: flat 57.381226, shaped 57.381226 meV
E3: flat 129.107759, shaped 129.107759 meV
E4: flat 229.524904, shaped 229.524904 meV
largest difference, 8 levels = 2.1e-11 meV
z =  0.0 nm: V =   -0.000 meV, x = 0.02000
z =  5.0 nm: V =  -12.513 meV, x = 0.00957
z = 10.0 nm: V =  -14.301 meV, x = 0.00808
z = 15.0 nm: V =   -4.915 meV, x = 0.01590
z = 20.0 nm: V =    5.168 meV, x = 0.02431
z = 25.0 nm: V =   10.239 meV, x = 0.02853
z = 30.0 nm: V =   10.365 meV, x = 0.02864
z = 35.0 nm: V =    6.561 meV, x = 0.02547
z = 40.0 nm: V =    0.000 meV, x = 0.02000
minimum: z = 8.12 nm, V = -15.307 meV, x = 0.00724
maximum: z = 27.59 nm, V = 10.850 meV, x = 0.02904
squared wall-slope ratios, state 1 = 2.0000, 0.5000
shaped mean position from centre = -2.8428 nm
|z_12|: flat 7.2051, shaped 7.0141 nm
|z_13|: flat 0.0000, shaped 0.8481 nm
field = 0.0010 MV/cm
E1 Stark shift: flat -0.0121, shaped -0.2957 meV
barrier height = 216.0 meV; bound levels = 4
finite E1: flat 10.562 meV, hard-wall design change -1.010 meV
finite E2: flat 41.925 meV, hard-wall design change +0.202 meV
finite E3: flat 92.891 meV, hard-wall design change +0.177 meV
redesigned finite well, largest change = 4.0e-06 meV
two-band E1: flat 13.666, shaped 13.716 meV
two-band E2: flat 48.742, shaped 48.910 meV
two-band E3: flat 95.760, shaped 95.860 meV
cosine corrections 1,2,3 = 0.066, 0.372, 0.230 meV
corrected two-band mismatch = 5.9e-08 meV
corrected x range = 0.00685 to 0.02900
sheet density = 1.0e+11 cm^-2; eps_r = 17.0
Hartree change of E2-E1: flat -1.348, shaped -1.696 meV
rough mobility = 1.0e+05 cm2/Vs; hbar/tau = 0.707 meV
thermal energy at 77 K = 6.635 meV
edge shift for x error 0.001 = 1.20 meV
no test failed
```
